Density-independent acoustic-phonon resistivity of graphene at high temperature

**A resistivity that ignores the number of carriers**

Take a graphene sheet at 300 K in which acoustic phonons are the one source of resistance, and raise the electron density from 10¹² to 10¹³ cm⁻². With the parameters used below, the momentum lifetime at the Fermi energy falls from 1.80 to 0.57 ps and the mobility falls from 1.5×10⁵ to 1.5×10⁴ cm²/Vs. The resistivity stays at about 40 Ω per square. Ten times more carriers carry no more current.

The high-temperature law behind this is

ρ₀ = π D² kT / (4 e² ħ ρ_s v_s² v_F²). (1)

Here D is the deformation potential, ρ_s the mass per area, v_s the longitudinal sound velocity, v_F the Dirac velocity and e > 0 the elementary charge. SI units are used in the formulas. "High temperature" is measured against

T_BG = 2ħv_s k_F/k, (2)

where k_F is the Fermi wave number and k, standing next to a temperature or dividing an energy, is Boltzmann's constant. At T_BG the most energetic phonon that can scatter an electron across the Fermi circle has energy kT.

**The strain potential**

A long-wavelength longitudinal displacement u(r) shifts the energy on both sublattices by V = D ∇·u. D is taken as a constant that already contains screening. Write u(r) = Σ_q q̂ u_q e^{iq·r} on area A, with q̂ the unit vector along q. Then V has Fourier components V_q = iDq u_q.

The modes q and −q together are two real oscillators Q₁ and Q₂ of mass ρ_s A and frequency ω = v_s q, with |u_q|² = (Q₁² + Q₂²)/2. In a thermal oscillator half of the mean energy ħω(N + ½) is potential energy, so ½ρ_s A ω²⟨Q²⟩ = ½ħω(N + ½). Therefore

⟨|V_q|²⟩ = D²q² ħ(2N+1)/(2ρ_s A ω) = D² ħq (2N+1)/(2Aρ_s v_s), (3)

N = 1/(eˣ − 1), x = ħv_s q/kT. (4)

The part with N belongs to absorption, the part with N+1 to emission. Since 2N+1 = coth(x/2) = (2/x)(1 + x²/12 − …), for small x

⟨|V_q|²⟩ ≈ D² kT/(A ρ_s v_s²). (5)

Both q and ħ have dropped out: this is classical equipartition of elastic energy. A soft, long wave has a larger amplitude, and its smaller gradient compensates. For 10¹² cm⁻² at 300 K, the largest x is 0.1805. Equation (5) should then be low by x²/12 = 0.27 %, and a numerically diagonalized oscillator gives the ratio 1.0027.

**Chirality**

Near one corner of the Brillouin zone the Hamiltonian is ħv_F σ·k, with conduction energy E = ħv_F k and spinor (1, e^{iφ})/√2, where φ is the direction of k. The potential V is a unit matrix in sublattice space. Scattering through θ = φ' − φ thus carries the factor

|⟨k'|k⟩|² = |1 + e^{−iθ}|²/4 = (1 + cos θ)/2. (6)

It vanishes for θ = π: the spinors of opposite momenta are orthogonal, so a scalar potential cannot reverse an electron in a single scattering event. Long waves do not connect the two valleys, and V does not act on spin. Each of the four spin-valley species therefore scatters within itself.

**Quasi-elastic kinematics**

A phonon changes the energy by |E' − E| = ħv_s q, and q ≤ k + k'. Hence

|E' − E| ≤ (v_s/v_F)(E + E') ≈ 2(v_s/v_F)E. (7)

With v_s/v_F = 0.02 this is about 4 % of E at most. A transition between the bands would need E + |E'| = ħv_s q ≤ (v_s/v_F)(E + |E'|), which is impossible for v_s < v_F. In the leading approximation each electron moves on a circle of constant energy.

**The transport rate**

Let the electric field F point along x and write the distribution as f = f₀ + (−∂f₀/∂E)Φ. For elastic scattering with rate W(θ) the blocking factors cancel in f(1 − f') − f'(1 − f) = f − f'. The linearized Boltzmann equation, divided by −∂f₀/∂E, becomes

−eF v_F cos φ = Σ_k' W(θ)(Φ_k − Φ_k'). (8)

Try Φ = −eF v_F τ cos φ. Because W is even in θ, the sine part of cos(φ+θ) = cos φ cos θ − sin φ sin θ sums to zero. What remains is cos φ Σ W(1 − cos θ). The trial form therefore solves (8), with

1/τ = Σ_k' W(θ)(1 − cos θ). (9)

The golden rule with (5) and (6) gives

1/τ = (2π/ħ) [D²kT/(Aρ_s v_s²)] Σ_k' δ(E' − E) ½(1 + cos θ)(1 − cos θ). (10)

For one species the sum over final states is

Σ_k' δ(E' − E)(…) = A g(E) ⟨…⟩, g(E) = E/(2πħ²v_F²), (11)

which follows from k' dk' = E' dE'/(ħv_F)². The brackets denote the average over θ. The angular factor is ⟨½ sin²θ⟩ = ¼, so

1/τ = (2π/ħ)(D²kT/ρ_s v_s²)(E/2πħ²v_F²)(¼)
  = D² kT E/(4ħ³ρ_s v_s² v_F²). (12)

The factor ¼ has two parts. Chirality alone reduces the total scattering rate, ⟨½(1 + cos θ)⟩ = ½. The weight 1 − cos θ then halves it again, because the surviving events favour small angles. For particles with the same dispersion and the same fourfold degeneracy, but without the sublattice spinor, the average would be ⟨1 − cos θ⟩ = 1, and the resistivity four times larger, 162 Ω instead of 40.5 Ω in the example. Solving (8) as a matrix equation on a ring of 120 directions, without assuming a relaxation time, reproduces this factor of 4.

As a separate test of (12), the golden rule was summed over a grid of final states with the true phonon energies and occupations. At 10¹² cm⁻² it gives 0.9989 of the rate in (12).

**The cancellation**

The current density is −(4e/A) Σ_k v_F cos φ (−∂f₀/∂E)Φ. Inserting Φ and ⟨cos²φ⟩ = ½,

σ = 4e² ∫dE g(E) (v_F²/2) τ(E) (−∂f₀/∂E)
 = (e²/πħ²) ∫dE Eτ(E) (−∂f₀/∂E). (13)

In a degenerate electron gas the integral is Eτ at the Fermi energy. By (12),

Eτ = 4ħ³ρ_s v_s² v_F²/(D²kT), (14)

which has no energy in it. Then σ₀ = 4e²ħρ_s v_s² v_F²/(πD²kT), and its inverse is (1).

The factors can now be followed to their sources. The density of states enters twice. In (13) it counts the carriers that respond to the field, and contributes E/v_F². In (12) it counts the states into which they scatter, and contributes the same E/v_F². The two energies cancel. The v_F⁻² of the first is used up by the squared band velocity in the current, so the v_F⁻² left in the resistivity comes from the final states.

Three properties together are sufficient for this: an energy-independent speed, a squared matrix element that does not depend on q except through the angle, and equal growth of both densities of states. A two-dimensional parabolic band of mass m lacks the first. There g and τ are constant under (5), but v² = 2E/m, so σ grows in proportion to the density.

**Numbers**

The parameters are rough, round values for graphene encapsulated in hexagonal boron nitride: D = 20 eV, v_s = 20 km/s and v_F = 1000 km/s. A bond length of 0.142 nm gives ρ_s = 7.61×10⁻⁷ kg/m². At 300 K, (14) gives Eτ/ħ = 318.6. Since (13) is σ₀ = (e²/πħ)(Eτ/ħ) and ħ/e² = 4108 Ω,

ρ₀ = π × 4108 Ω / 318.6 = 40.5 Ω per square. (15)

The slope is 40.5 Ω/300 K = 0.135 Ω/K. At 10¹² cm⁻² the Fermi energy is 117 meV and the mean free path v_Fτ is 1.8 µm. At 10¹³ cm⁻² they are 369 meV and 0.57 µm. The mobility 1/(neρ₀) falls as 1/n because σ is fixed. A high phonon-limited mobility at low density therefore does not signal a lower sheet resistance.

**Both bands at finite temperature**

Equation (14) also removes the need for degeneracy. In the valence band E is replaced by |E|, and |E|τ has the same value. Adding the bands,

σ = σ₀ [∫₀^∞ dE (−∂f₀/∂E) + ∫₋∞⁰ dE (−∂f₀/∂E)]
 = σ₀ [f₀(0) + 1 − f₀(0)] = σ₀. (16)

The electron share is f₀(0) = 1/(1 + e^{−μ/kT}), with μ the chemical potential measured from the Dirac point. As μ approaches zero the electrons lose exactly the conductivity that the holes gain.

This was tested with the Boltzmann equation in which the phonon energies are kept and the deviation Φ is expanded in four functions of energy. At 300 K the results are:

n (cm⁻²): ρ/ρ₀, electron share
0: 1.0004, 0.500
10¹¹: 1.0004, 0.671
10¹²: 0.9993, 0.984
10¹³: 0.9871, 1.000

The excess of 0.0004 at low density has the size of (v_s/v_F)², the order of terms dropped in the quasi-elastic step.

The neutral result is nevertheless formal. Electrons and holes with the same momentum carry opposite currents, so their mutual collisions can destroy current while conserving momentum, and the model omits them. Their rate is of order α²kT/ħ, where α = e²/(4πε₀κħv_F) is 0.446 for a dielectric constant κ = 4.9. This scale, which leaves out a numerical prefactor, is 7.8×10¹² s⁻¹, about 60 times the acoustic rate of 1.2×10¹¹ s⁻¹ at E = kT. Equation (1) is thus an acoustic contribution for doped graphene, not a prediction for the total resistivity at neutrality.

**Where the density returns**

The small drop at 10¹³ cm⁻² comes from the finite phonon energy. Let ω be the phonon frequency and f₀' = f₀(E + ħω). The equilibrium flux of absorption events contains N f₀(1 − f₀'). Detailed balance, f₀'(1 − f₀) = e⁻ˣ f₀(1 − f₀'), gives

f₀ − f₀' = f₀(1 − f₀')(1 − e⁻ˣ) = f₀(1 − f₀')/(N+1). (17)

The integral of f₀ − f₀' over energy is ħω for a degenerate gas. The integrated absorption flux is therefore ħωN(N+1), and the reverse emission flux is equal to it. In the classical elastic limit, N → kT/ħω and f₀(1 − f₀) = kT(−∂f₀/∂E), so each flux is (kT)²/ħω. The ratio of the two results is

R(x) = x²N(N+1) = [(x/2)/sinh(x/2)]². (18)

Take Φ ∝ cos φ with the same amplitude throughout the thermal layer, and neglect the variation of g across it. The momentum loss at each angle is then multiplied by R:

ρ/ρ₀ = ⟨sin²θ R(x)⟩/⟨sin²θ⟩, x = (T_BG/T) sin(θ/2). (19)

For small x, R ≈ 1 − x²/12. The weighted average of sin²(θ/2) = (1 − cos θ)/2 is ½, because the cosine term integrates to zero. Hence

ρ ≈ ρ₀[1 − (T_BG/T)²/24]. (20)

Since T_BG² is proportional to n, the first correction is linear in density. At 10¹³ cm⁻², T_BG = 171 K, and (20) gives 0.986 at 300 K. The average (19), evaluated at the actual chemical potential, gives 0.9868, against 0.9871 from the full equation.

The factor 24 makes the high-temperature law hold further down than its name suggests. At the Fermi energy of 10¹² cm⁻², where T_BG = 54 K, the full equation gives ρ/ρ₀ ≈ 0.99 at 2T_BG, 0.96 at T_BG, 0.84 at T_BG/2 and 0.10 at T_BG/10.

Far below T_BG, R confines scattering to small angles. There sin²θ ≈ θ² and x ≈ (T_BG/2T)θ. With ⟨sin²θ⟩ = ½ and the average taken over 0 < θ < π, (19) becomes

ρ/ρ₀ ≈ (2/π)(2T/T_BG)³ ∫₀^∞ dx x⁴/[4 sinh²(x/2)]. (21)

Because 1/[4 sinh²(x/2)] = −dN/dx, integration by parts turns the integral into 4∫x³N dx = 4π⁴/15. Therefore

ρ ≈ (64π³/15)(T/T_BG)³ ρ₀ ∝ T⁴ n^{−3/2}. (22)

One power of T comes from ρ₀, and three from the shrinking range of angles and the momentum lost per event. Between T_BG/50 and T_BG/40 the full equation has the exponent 3.97. At T_BG/10 the angles are not yet small: (22) gives 0.13, while (19) with the full angles gives 0.11. The full equation gives 0.10, lower still, because the amplitude of Φ then also varies with energy within the thermal layer. In this regime more carriers do reduce the resistivity.

**What D stands for**

Strain also shifts the Dirac point in momentum, through a coupling B σ·a with a = (u_xx − u_yy, −2u_xy), where u_ij is the strain tensor and the x axis runs along a zigzag row of the lattice, perpendicular to one set of bonds. Another choice of axes rotates a but leaves the averaged rates below unchanged. For q in direction χ, a is q times a unit vector: (cos 2χ, −sin 2χ) for longitudinal waves and (−sin 2χ, −cos 2χ) for transverse ones, up to a common phase and the mode amplitude.

For a unit vector at angle ν, the spinors give |⟨k'|σ·n|k⟩|² = cos²[(φ + φ')/2 − ν]. On an elastic circle k' − k is perpendicular to the mean direction, so χ = (φ + φ')/2 + π/2 up to a multiple of π. The two squared elements are then sin²3χ and cos²3χ, that is, ½[1 ± cos 3(φ + φ')]. The cosine vanishes on averaging over φ' with weight 1 or cos φ', so it affects neither the outgoing rate nor the return of current. With longitudinal and transverse velocities v_L = v_s and v_T, the factor D²/(4v_L²) is replaced by ½B²(1/v_L² + 1/v_T²), or

D² → 2B²(1 + v_L²/v_T²). (23)

The cancellation of energy survives, while the factor ¼ from scalar chirality does not. For rough values B = 5 eV and v_T = 14 km/s the equivalent D is 12.3 eV, and the ring equation gives the same value. Equation (23) is for pure gauge coupling; interference with a scalar coupling is not treated. A value of D fitted to a resistivity is therefore an effective constant and does not identify the coupling.

Screening leads to the same caution. If 20 eV were a bare potential, static screening would divide it by ε = 1 + 4αk_F/q = 1 + 2α/sin(θ/2). For a degenerate gas this contains no density either, but it would multiply the resistivity by 0.185, leaving 7.5 Ω. Far below T_BG, where small angles dominate and 1/ε² is proportional to θ², it would also steepen the T⁴ of (22) towards T⁶; that law assumes a coupling independent of q.

**The real sheet**

Measured high-temperature slopes in doped graphene are roughly of order 0.1 Ω/K, so the chosen D gives a reasonable size. That agreement is no independent confirmation, since the slope scales as D² and D is in practice inferred from it. Real devices also have impurities and edges, which are left out here, as are flexural modes.

Other phonons add further resistance. The following single-energy estimates are momentum-loss rates relative to the acoustic rate at 10¹² cm⁻² and 300 K. An intrinsic optical phonon of 0.16 eV with coupling 10⁹ eV/cm gives about 2 %. A polar phonon of 0.10 eV in the surrounding boron nitride gives about 39 % unscreened and 9 % with static screening. For a silicon dioxide substrate with a 0.06 eV mode, the corresponding ratios are about 11 and 0.5 if the whole lattice step of the dielectric constant, 3.9 to 2.5, is assigned to this mode. If the mode carries only the step from 3.9 to about 3.4, as in the usual two-mode description, they are about 3 and 0.2. Rates taken at the Fermi energy understate the added resistivity, because these inelastic events are spread over the window μ − ħω < E < μ + ħω. With the same couplings and the energy dependence of Φ kept, the resistivity rises by about 8 % for the optical phonon (5 % at 10¹³ cm⁻², so this part does depend on density) and by about 93 % unscreened or 24 % screened for boron nitride. On either substrate (1) should not be taken for the whole phonon resistivity at room temperature, even though the acoustic part retains its form. Departure from a circular Fermi line is minor: the energy varies by ±0.6 % around the circle at this density. The numerical output below lists the inputs and the single-energy estimates.

Computed values

```
D = 20.0 eV, v_s = 20.0 km/s, v_F = 1000 km/s
bond = 0.142 nm, rho_s = 7.614e-07 kg/m^2, T = 300 K
kT = 25.85 meV, v_s/v_F = 0.020
resistivity (formula) = 40.51 ohm per square
slope = 0.1350 ohm/K
Degenerate values: n[cm^-2] E_F[meV] T_BG[K] tau[ps] mfp[um] mob[cm2/Vs]
  1e+12 116.7 54.2 1.797 1.797 1.541e+05
  1e+13 368.9 171.2 0.568 0.568 1.541e+04
E tau/hbar (same at every E) = 318.6
k_F at 1e12 cm^-2 = 0.1772 1/nm
hbar v_s 2k_F/kT at 1e12 cm^-2 = 0.1805
thermal strain variance / classical = 1.0027
golden-rule grid sum / rate formula = 0.9989
angular factor, total rate = 0.5000
angular factor, transport rate = 0.2500
resistivity without chirality / with = 4.0000
Inelastic Boltzmann, 300 K: n[cm^-2] mu[meV] rho/formula electron share
  0e+00 0.0 1.0004 0.5000
  1e+11 18.4 1.0004 0.6711
  1e+12 107.0 0.9993 0.9843
  3e+12 196.6 0.9966 0.9995
  1e+13 365.9 0.9871 1.0000
inelastic factor predicted at 1e13 cm^-2 = 0.9868
Crossover at E_F of 1e12 cm^-2: T/T_BG, rho/formula
  0.10 0.0986
  0.25 0.5277
  0.50 0.8444
  1.00 0.9592
  2.00 0.9900
low-temperature exponent (T_BG/50 to T_BG/40) = 3.970
Neglected effects at 1e12 cm^-2, 300 K (estimates)
gauge coupling B = 5.0 eV, v_T = 14.0 km/s
  equivalent D = 12.33 eV (ring solution 12.33 eV)
screening factor on rho if D were bare = 0.1846
optical phonon: 0.16 eV, coupling 1.0e+09 eV/cm
  rate / acoustic rate = 0.0236
remote phonons, rate / acoustic rate: bare, screened
  boron nitride (0.10 eV, kappa 4.5 to 4.9): 0.393, 0.0895
  silicon dioxide (0.06 eV, kappa 1.75 to 2.45): 10.82, 0.526
trigonal warping of energy at k_F = +-0.63 %
fine-structure constant alpha (kappa 4.9) = 0.446
electron-hole collision scale alpha^2 kT/hbar = 7.83e+12 1/s
acoustic rate at E = kT: 1.23e+11 1/s
```
